# Bounds on the Logarithmic Slope of Hopping Conductivity

Dimensions and symmetry give a first idea of the answer. Let $\sigma'(\omega)$ be the real part of the conductivity of a system of hopping charges, and let

$$n(\omega)=\frac{d\ln\sigma'}{d\ln\omega}$$

be its logarithmic slope. This number is dimensionless, so the frequency can enter it only through ratios $\omega/\lambda$ to the relaxation rates $\lambda$ of the system. A real field must produce a real current, hence $\sigma(-\omega)=\sigma^*(\omega)$ and $\sigma'$ is even in $\omega$. For a finite system the first frequency-dependent term at low frequency is therefore of order $\omega^2$, which suggests a slope of 2 when there is no dc conduction. At frequencies far above every rate the populations cannot follow the field, $\sigma'$ becomes constant, and the slope is 0. These arguments concern the two ends of the spectrum and do not confine the slope between them. Detailed balance does, as shown below.

**Setting.** Let the system have a finite number of states $a$ with equilibrium probabilities $p_a>0$, and let $w(a\to b)$ be the rate of transitions from $a$ to $b$. A state may be the position of one carrier or the whole configuration of many interacting carriers. Reversibility means detailed balance,

$$p_a\,w(a\to b)=p_b\,w(b\to a)\equiv C_{ab}=C_{ba}.$$

A transition carries the dipole $D_{ba}$, charge times displacement along the field, and the reverse transition carries $D_{ab}=-D_{ba}$. In a periodic system $D_{ba}$ need not be the difference of a function of state, since a carrier that goes once round returns to its initial state after transporting charge. Sums over $a,b$ count each pair in both orders; if several channels join the same two states, they also run over channels.

A uniform field $E$ does the work $ED_{ba}$ in a transition. With $\beta=1/kT$, local detailed balance requires the ratio of forward to backward rate to change by $\exp(\beta ED_{ba})$. I assume that the rates follow the field without delay. To first order in $E$ the most general form is

$$w_E(a\to b)=w(a\to b)\left[1+\tfrac12\beta E D_{ba}+E s_{ab}\right],\qquad s_{ab}=s_{ba},$$

where $s_{ab}$ describes how the effect of the field is divided between the two directions.

**Linear response.** Write $P_a=p_a+\delta P_a$, with $\delta P_a$ of first order in $E$. The net probability flux from $a$ to $b$ is $j_{ba}=w_E(a\to b)P_a-w_E(b\to a)P_b$. Without field it vanishes. In first order the terms in $s_{ab}$ are $EC_{ab}s_{ab}-EC_{ab}s_{ab}=0$, and the terms in $D$ add because $D_{ab}=-D_{ba}$:

$$j_{ba}=\beta E C_{ab}D_{ba}+w(a\to b)\,\delta P_a-w(b\to a)\,\delta P_b .$$

The division of the field effect has thus dropped out. The current density in the volume $V$ is $J=(1/2V)\sum_{ab}D_{ba}j_{ba}$, the factor $1/2$ correcting for the double counting of pairs. Define the mean drift out of a state, $v_a=\sum_b w(a\to b)D_{ba}$. Exchanging the labels in the last term of $j_{ba}$ makes it equal to the one before it, so that

$$J=\frac{\beta E}{2V}\sum_{ab}C_{ab}D_{ba}^2+\frac1V\sum_a v_a\,\delta P_a .$$

The first term is the immediate response of the rates; the second comes from the redistribution of the populations.

Let $K$ be the rate matrix, with $K_{ab}=w(b\to a)$ for $a\ne b$ and $K_{aa}=-\sum_b w(a\to b)$. Probability is conserved, $d\,\delta P_a/dt=-\sum_b j_{ba}$, and $\sum_b C_{ab}D_{ba}=p_av_a$, hence

$$\frac{d\,\delta P_a}{dt}=\sum_bK_{ab}\,\delta P_b-\beta E\,p_av_a .$$

For a field proportional to $e^{i\omega t}$ the solution is $\delta P=-\beta E(i\omega-K)^{-1}(pv)$, where $pv$ has components $p_av_a$. Therefore

$$\sigma(\omega)=\sigma_\infty-\frac{\beta}{V}\,v\cdot(i\omega-K)^{-1}(pv),\qquad
\sigma_\infty=\frac{\beta}{2V}\sum_{ab}C_{ab}D_{ba}^2 .$$

The minus sign is physical: carriers pile up in front of difficult hops, and this accumulation opposes the current.

**Real relaxation rates.** Let $S$ be the diagonal matrix of the $\sqrt{p_a}$ and set $H=-S^{-1}KS$. Its elements are

$$H_{ab}=-\frac{C_{ab}}{\sqrt{p_ap_b}}\quad(a\neq b),\qquad H_{aa}=\frac1{p_a}\sum_{b}C_{ab},$$

so $H$ is real and symmetric. For any real vector $h$,

$$h\cdot Hh=\frac12\sum_{ab}C_{ab}\left(\frac{h_a}{\sqrt{p_a}}-\frac{h_b}{\sqrt{p_b}}\right)^2\ge0,$$

as expanding the square shows. The eigenvalues $\lambda_k$ of $H$ are thus real and not negative: a disturbance is a sum of terms that decay without oscillation or, where $\lambda_k=0$, stay constant.

Since $i\omega-K=S(i\omega+H)S^{-1}$, the vector $u$ with components $u_a=\sqrt{p_a}\,v_a$ appears on both sides of the inverse matrix:

$$v\cdot(i\omega-K)^{-1}(pv)=u\cdot(i\omega+H)^{-1}u=\sum_k\frac{u_k^2}{\lambda_k+i\omega},$$

where $u_k$ is the component of $u$ along the normalized eigenvector $k$. A mode with $\lambda_k=0$ has $h_a\propto\sqrt{p_a}$ within each connected group of states. Its overlap with $u$ is proportional to $\sum_a p_av_a=\sum_{ab}C_{ab}D_{ba}$ over the group, which vanishes because $C$ is symmetric and $D$ antisymmetric. So the sum contains positive rates alone.

The real part of $1/(\lambda+i\omega)$ is

$$\frac{\lambda}{\lambda^2+\omega^2}=\frac1\lambda-\frac1\lambda\,\frac{\omega^2}{\omega^2+\lambda^2}.$$

Inserting this and collecting the constant terms gives

$$\sigma'(\omega)=\sigma(0)+\sum_k g_k\frac{\omega^2}{\omega^2+\lambda_k^2},\qquad g_k=\frac{\beta u_k^2}{V\lambda_k}\ge0,\qquad \sigma(0)=\sigma_\infty-\sum_kg_k .$$

**The dc term is not negative.** This needs its own proof, since $\sigma(0)$ is a difference of positive quantities, and a negative value could push the slope above 2. Consider, for an arbitrary function $f_a$ of the state,

$$F(f)=\frac{\beta}{2V}\sum_{ab}C_{ab}(D_{ba}+f_b-f_a)^2\ge0 .$$

The term in $D_{ba}^2$ gives $\sigma_\infty$. The cross term contains $\sum_{ab}C_{ab}D_{ba}(f_b-f_a)$. Here $\sum_{ab}C_{ab}D_{ba}f_a=\sum_ap_av_af_a$, while the part with $f_b$ equals minus the same sum after exchange of labels. The cross term is therefore $-(2\beta/V)\sum_ap_av_af_a$. With $h_a=\sqrt{p_a}f_a$ the last term is $(\beta/V)h\cdot Hh$, and in the modes of $H$

$$F=\sigma_\infty+\frac{\beta}{V}\sum_k\left(\lambda_kh_k^2-2u_kh_k\right)
=\sigma_\infty-\sum_kg_k+\frac{\beta}{V}\sum_k\lambda_k\left(h_k-\frac{u_k}{\lambda_k}\right)^2,$$

where modes with $\lambda_k=0$ do not contribute. The minimum, at $h_k=u_k/\lambda_k$, is $\sigma(0)$. Being a value of $F$, it is not negative.

The result also tells when it vanishes. If $D_{ba}=X_b-X_a$ with a polarization $X$ that is a function of state, the choice $f=-X$ makes $F=0$. Charge confined to isolated clusters polarizes but carries no dc current. For one carrier on a ring of hops $i$, the minimum has the same current $I=C_i(D_i+f_{i+1}-f_i)$ in every hop. Dividing by $C_i$ and summing round the ring gives $I=\sum D_i/\sum C_i^{-1}$, and hence $\sigma(0)=(\beta/V)(\sum D_i)^2/\sum C_i^{-1}$, the law of resistors in series. For a seven-site ring both the mode sum and the series law give $V\sigma(0)/\beta=2.7337$ in reduced units.

**The bounds.** Differentiation of one relaxation term gives

$$\omega\frac{d}{d\omega}\frac{\omega^2}{\omega^2+\lambda^2}=\frac{2\omega^2\lambda^2}{(\omega^2+\lambda^2)^2}
=\frac{\omega^2}{\omega^2+\lambda^2}\cdot\frac{2\lambda^2}{\omega^2+\lambda^2}.$$

With the weights $W_k=g_k\omega^2/(\omega^2+\lambda_k^2)$ the slope is

$$n(\omega)=\frac{\sigma(0)\cdot0+\sum_kW_k\,\dfrac{2\lambda_k^2}{\omega^2+\lambda_k^2}}{\sigma(0)+\sum_kW_k}.$$

It is an average, with non-negative weights, of 0 and of numbers between 0 and 2. Each of these numbers increases with $\lambda_k$, so for any finite $\omega>0$

$$0\le n(\omega)\le\frac{2\lambda_{\max}^2}{\omega^2+\lambda_{\max}^2}<2 ,$$

where $\lambda_{\max}$ is the largest relaxation rate. The one proviso is that $\sigma'$ is not identically zero, for then $n$ has no meaning. The slope vanishes at a finite frequency when all $g_k$ vanish, that is, when $\sigma'$ does not depend on frequency at all.

The upper bound cannot be improved in general. One carrier on two sites joined by a single hop has $\sigma(0)=0$ and a single rate $\lambda=C_{12}(1/p_1+1/p_2)$. Its conductivity is $\sigma'=\sigma_\infty\omega^2/(\omega^2+\lambda^2)$, and its slope equals the bound at every frequency.

Intermediate power laws need a spread of rates. Suppose that many such pairs act in parallel without dc conduction, with strength $A\lambda^s$ per unit interval of $\ln\lambda$ and $0<s<2$. With $x=\lambda/\omega$,

$$\sigma'=A\int_0^\infty\frac{d\lambda}{\lambda}\,\lambda^s\frac{\omega^2}{\omega^2+\lambda^2}=A\,\omega^s\int_0^\infty\frac{x^{s-1}}{1+x^2}\,dx .$$

The integral converges at small $x$ for $s>0$ and at large $x$ for $s<2$, so the slope is $s$. In a real system the distribution has ends, and the power law holds approximately for frequencies well inside it. The closer $s$ is to 0 or 2, the wider the distribution must be: with four decades of rates on either side of $\omega$, the slope is 0.50 for $s=0.5$ but 0.24 for $s=0.2$. The theorem allows any exponent between 0 and 2 and does not select a universal one.

If $\sigma(0)>0$, expanding the average at frequencies far below all rates gives

$$n\simeq\frac{2\omega^2}{\sigma(0)}\sum_k\frac{g_k}{\lambda_k^2},$$

whereas far above all rates $n\simeq(2/\sigma_\infty\omega^2)\sum_kg_k\lambda_k^2$. The slope goes to zero at both ends, and the dispersion lies between them.

For $\omega_2>\omega_1$, integrating the bounds over $\ln\omega$ yields

$$1\le\frac{\sigma'(\omega_2)}{\sigma'(\omega_1)}\le\left(\frac{\omega_2}{\omega_1}\right)^2 ,$$

so that $\sigma'$ grows by at most a factor of 100 per decade. This form survives when the number of states grows without limit, provided that $\sigma'$ converges to a positive finite function. Where that function is differentiable, $0\le n\le2$. The strict inequality can then be lost: if all rates go to infinity at fixed $\sum_kg_k/\lambda_k^2$ and $\sigma(0)=0$, the limit is $\sigma'\propto\omega^2$.

**Independent tests.** Two carriers with nearest-neighbour repulsion on a six-site ring were followed in time under a weak oscillating field, using the full exponential rates and a random division of the field effect for each hop. At reduced frequency 1 the in-phase current gives $\sigma'=0.860062$, and the mode formula gives $0.860060$. In 200 random reversible models, each examined at 15 frequencies, the slopes obtained from finite differences of the master-equation response ran from $4.5\times10^{-6}$ to $0.749$ with a dc path and from $1.3\times10^{-5}$ to $1.997$ without one.

Detailed balance cannot simply be dropped. Take a ring of 12 sites on which a particle hops in one direction with unit rate, and let one of the 12 hops carry charge and feel the field. A wave $e^{iqa}$ on this ring is an eigenvector of $K$ with eigenvalue $e^{-iq}-1$, which is in general complex, so disturbances oscillate while they decay. The slope of the real differential conductivity about this driven steady state falls below $-11$ near $\omega=0.37$ and rises above $+19$ near $\omega=0.42$. Between these frequencies $\sigma'$ passes through a minimum, and both bounds are broken.

**Sodium ions in a glass.** As a worked example take independent ions on a periodic $8\times8\times8$ lattice at 500 K, where $kT=0.0431$ eV. The hop length is 0.3 nm, the attempt frequency 10 THz and the ion density $5\times10^{20}$ cm$^{-3}$. Site energies have a Gaussian spread of 0.05 eV, and the saddle energies are uniformly distributed from 0.7 to 1.3 eV above the mean site energy. These are rough values meant for sodium in a silica-rich glass with about one mole percent soda.

The conductivity rises from $4.6\times10^{-9}$ S/cm at dc to a plateau of $5.0\times10^{-8}$ S/cm, a factor of 11. From 1 to 10 kHz it grows from $6.17\times10^{-9}$ to $1.232\times10^{-8}$ S/cm. The mean slope over this decade is $\log_{10}(12.32/6.17)=0.30$, between the local slopes 0.21 and 0.40 at its ends. The slope peaks at 0.41 near 32 kHz, and the largest growth per decade is a factor of 2.5, far below the permitted 100.

The sharper bound matters near the top of the rate spectrum. With $\lambda_{\max}=1.545\times10^7$ s$^{-1}$ and $\omega=2\pi\times10^6$ s$^{-1}=6.28\times10^6$ s$^{-1}$, it is

$$\frac{2(15.45)^2}{(6.28)^2+(15.45)^2}=1.72$$

at 1 MHz, where the model's slope is 0.084. At 10 MHz the bound has fallen to 0.114 and the slope is 0.0029. The bound is not an estimate of the slope.

Cutting the hops across one lattice plane, with all other barriers and site energies held fixed, removes the dc path. The slope at 0.1 Hz changes from nearly 0 to 1.9997. It then falls to 0.29 at 1 kHz, rises to 0.45 at 10 kHz and falls again, so the slope itself need not be monotonic.

The exponents of roughly 0.6 to 0.7 often quoted for ion-conducting glasses usually come from fits of the form $\sigma(0)+A\omega^q$, and $q$ is not the slope $n$, which includes the dc term. Such a fit to this lattice gives $q=0.68$ from 10 Hz to 10 kHz and $0.57$ from 10 Hz to 100 kHz, although $n$ never exceeds 0.41; the dependence on the fitted range shows that this is no true power law. Four other random lattices give peaks from 0.29 to 0.42 and dc values from $4.2\times10^{-9}$ to $6.7\times10^{-9}$ S/cm, so a single small lattice does not fix even the first digit. Larger lattices scatter less: samples with 12 or 16 sites along each edge give peaks from about 0.34 to 0.41, and eight with 24 sites give peaks from 0.36 to 0.38 and dc values from $4.4\times10^{-9}$ to $4.8\times10^{-9}$ S/cm. Averaging the rates over the assumed distributions gives a plateau of $5.4\times10^{-8}$ S/cm for an infinite lattice. The peak of 0.41 found above is thus somewhat high and the plateau about 7% low. The peak also depends strongly on the assumed range of saddle energies relative to $kT$: small lattices of independent ions give about 0.6 for saddles from 0.4 to 1.6 eV at 500 K, and about 0.5 for the original range at 300 K. Its value therefore cannot by itself reveal which simplification matters. Of the simplifications estimated here, the one with the largest energy scale is the independence of the ions. For a relative permittivity of 4, two ions at the mean spacing of 1.26 nm have a Coulomb energy of 0.286 eV, or $6.6\,kT$. Were the whole of it added to an activation energy, the rate would change by a factor $e^{6.63}\approx760$; compensating charges in the glass can reduce this, and the model does not determine by how much. The theorem still holds for interacting ions if their configurations obey detailed balance and $E$ is the macroscopic field that enters the rates.

The other effects estimated here are smaller within the hopping range. The mean site occupancy is 0.014. The fullest site would reach 0.17 if ions could share it and 0.15 if they cannot; in a mean-field estimate this exclusion raises the dc conductivity and the plateau of this lattice by only about 1%, and those of a lattice with 16 sites along each edge, which contains deeper sites, by about 2%. The leading tunnelling correction, with the barrier frequency taken equal to the attempt frequency, raises the rates by about 4%. If the effect of the field is divided equally between the two directions, the response of a single hop to a static field departs from linearity by 1% at 0.70 MV/cm; a markedly unequal division lowers this field. The disordered lattice departs earlier: averaged over the two field directions, its dc current lies about 1% below the linear value at 0.35 MV/cm and about 3.5% below it at 0.70 MV/cm. Blocking electrodes on a 1 mm sample, with charged layers one hop thick, would matter below about $10^{-3}$ Hz; thicker layers would raise that frequency.

At high frequency the hopping picture itself ends. An ion vibrating in its site with angular frequency $\omega_0$ and damping $\gamma$ contributes

$$\sigma'_{\rm vib}\propto\frac{\gamma\,\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.$$

For an assumed damping $\gamma=\omega_0/2$ this equals the hopping plateau at about 14 GHz. At $\omega=2\omega_0$ the denominator is $10\,\omega_0^4$ and its derivative with respect to $\ln\omega$ is $50\,\omega_0^4$, so the slope is $2-5=-3$. Inertia, absent from a hopping model, thus permits a negative slope. A measured slope outside the interval from 0 to 2 shows, if the linear bulk response has been isolated, that something other than reversible classical hopping with rates that follow the field at once contributes. A slope inside it does not prove that hopping is the mechanism. The numerical output gives the conductivities and slopes at the remaining frequencies.

## Values computed for the example and the checks

```
Two interacting carriers on a 6-site ring (reduced units)
 w=0.2: sigma' driven 0.780711, modes 0.780708, slope 0.0239
 w=1.0: sigma' driven 0.860062, modes 0.860060, slope 0.0769
 w=5.0: sigma' driven 0.938914, modes 0.938910, slope 0.0263
 dc: modes 0.770493, least dissipation 0.770493
 one carrier, 7-site ring dc: modes 2.733712, series 2.733712
Slopes in 200 random reversible models, 15 frequencies each
 with dc path: min 4.53e-06, max 0.7486
 no dc path: min 1.32e-05, max 1.9973
One-way driven 12-site ring (unit hop rate), bounds broken
 min slope -11.525 at w=0.367, max slope 19.398 at w=0.419
Sodium ions in silica-rich glass, rough typical inputs
 T 500 K, kT 0.04309 eV, hop 0.3 nm, attempt 10 THz
 saddles 0.7 to 1.3 eV, site spread 0.05 eV, density 5.0e+20 cm^-3
 lattice 8x8x8, relaxation rates 2.862e+01 to 1.545e+07 1/s
 dc 4.601e-09 S/cm, plateau 4.990e-08 S/cm
 f (Hz) | sigma' (S/cm) | slope | ceiling | slope with dc path cut
 1.0e-01 | 4.6009e-09 | 0.000000 | 2.000000 | 1.999650
 1.0e+01 | 4.6052e-09 | 0.001656 | 2.000000 | 1.644730
 1.0e+02 | 4.7206e-09 | 0.033291 | 2.000000 | 0.662490
 1.0e+03 | 6.1659e-09 | 0.214770 | 2.000000 | 0.285339
 1.0e+04 | 1.2318e-08 | 0.401447 | 1.999967 | 0.446862
 1.0e+05 | 3.0436e-08 | 0.321074 | 1.996699 | 0.317311
 1.0e+06 | 4.6570e-08 | 0.083589 | 1.716268 | 0.089612
 1.0e+07 | 4.9824e-08 | 0.002890 | 0.114077 | 0.002636
 peak slope 0.4080 at 3.16e+04 Hz, largest growth per decade 2.512
 four other samples: peak slope 0.2939 to 0.4247, dc 4.17e-09 to 6.68e-09 S/cm
Neglected in the glass example
 Coulomb energy at mean spacing 1.26 nm, relative permittivity 4: 0.286 eV = 6.6 kT
 site occupancy: mean 0.0135, fullest site 0.170
 tunnelling (Wigner) raises rates by 3.8 %
 field for 1 % nonlinearity of a hop: 0.703 MV/cm
 blocking electrodes, 1 mm sample, layers one hop thick: below about 1.2e-03 Hz
 vibration (damping = half its angular frequency) equals plateau at 1.37e+10 Hz
 slope of vibrational absorption at twice the attempt frequency: -3.00
```
